# Double counting in a d shell: orbital shifts and Stoner parameter: verification in Python

```python
"""
Hubbard correction of a d shell: fully localized limit (FLL) against
around mean field (AMF) double counting.

Correction energy = E_ee[n] - E_dc, n = spin occupation matrices (up, dn).
N_s = trace of spin block, N = N_up + N_dn, M = N_up - N_dn, D = 5 orbitals.
Stoner parameter I is defined by E = -I M^2 / 4 at fixed N.
Results under test:
  potential, FLL minus AMF = (U-J)(1/2 - N_s/D) times the unit matrix;
  the shell-averaged AMF potential is zero for any occupation matrix;
  change of I at fixed orbital shape: FLL (U-J)/D, AMF 0;
  change of I for orbital-averaged integer determinants: FLL 0, AMF -(U-J)/D.
Energies are in eV.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.special import eval_legendre

HARTREE = physical_constants["Hartree energy in eV"][0]
D = 5
ONE = np.eye(D)
NAMES = ["xy", "yz", "z2", "xz", "x2-y2"]
U, J, RATIO = 5.0, 1.0, 0.625
F0 = U
F2 = 14 * J / (1 + RATIO)
F4 = RATIO * F2

# ---- Coulomb tensor (m p | q s) from angular quadrature of the multipoles
nodes, node_weights = np.polynomial.legendre.leggauss(6)
angles = 2 * np.pi * np.arange(12) / 12
z = np.repeat(nodes, 12)
weight = np.repeat(node_weights, 12) * 2 * np.pi / 12
phi = np.tile(angles, 6)
x, y = np.sqrt(1 - z**2) * np.cos(phi), np.sqrt(1 - z**2) * np.sin(phi)
c = np.sqrt(15 / (4 * np.pi))
harmonics = np.array([c * x * y, c * y * z,
                      c * (3 * z**2 - 1) / (2 * np.sqrt(3)),
                      c * x * z, c * (x**2 - y**2) / 2])
assert np.allclose((harmonics * weight) @ harmonics.T, ONE, atol=1e-12)
cosine = np.outer(x, x) + np.outer(y, y) + np.outer(z, z)
kernel = sum(F * eval_legendre(k, cosine) for k, F in ((0, F0), (2, F2), (4, F4)))
pairs = np.einsum("ma,pa,a->mpa", harmonics, harmonics, weight).reshape(D * D, -1)
W = (pairs @ kernel @ pairs.T).reshape(D, D, D, D)

# ---- averages of the tensor and its sum rules
direct = np.einsum("mmpp->mp", W)
exchange = np.einsum("mppm->mp", W)
U_avg = direct.mean()
J_avg = U_avg - (direct - exchange).sum() / (D * (D - 1))
assert abs(U_avg - U) < 1e-10 and abs(J_avg - J) < 1e-10
assert np.allclose(np.einsum("mmqs->qs", W), D * U * ONE, atol=1e-10)
assert np.allclose(np.einsum("msqm->qs", W), (U + 4 * J) * ONE, atol=1e-10)


def interaction(up, dn):
    total = up + dn
    energy = 0.5 * np.einsum("mpqs,mp,qs->", W, total, total)
    for n in (up, dn):
        energy -= 0.5 * np.einsum("msqp,mp,qs->", W, n, n)
    return energy


def dc_fll(up, dn):
    a, b = np.trace(up), np.trace(dn)
    return U * (a + b) * (a + b - 1) / 2 - J * (a * (a - 1) + b * (b - 1)) / 2


def dc_amf(up, dn):
    """Definition: interaction energy of the uniformly occupied shell."""
    return interaction(np.trace(up) / D * ONE, np.trace(dn) / D * ONE)


DC = {"FLL": dc_fll, "AMF": dc_amf}


def correction(scheme, up, dn):
    return interaction(up, dn) - DC[scheme](up, dn)


def potential_from_energy(scheme, up, dn, step=0.01):
    """Derivative of the correction energy; exact for a quadratic energy."""
    result = np.zeros((2, D, D))
    for s in range(2):
        for m in range(D):
            for p in range(D):
                change = np.zeros((2, D, D))
                change[s, m, p] += step / 2
                change[s, p, m] += step / 2
                plus = correction(scheme, up + change[0], dn + change[1])
                minus = correction(scheme, up - change[0], dn - change[1])
                result[s, m, p] = (plus - minus) / (2 * step)
    return result


def potential_formula(scheme, up, dn):
    result = []
    N = np.trace(up + dn)
    for n in (up, dn):
        Ns = np.trace(n)
        V = np.einsum("mpqs,qs->mp", W, up + dn) - np.einsum("msqp,qs->mp", W, n)
        if scheme == "FLL":
            shift = U * (N - 0.5) - J * (Ns - 0.5)
        else:
            shift = U * N - (U + 4 * J) / D * Ns
        result.append(V - shift * ONE)
    return np.array(result)


def stoner(energy, up, dn, h=0.1):
    """-2 d2E/dM2 at fixed N and fixed deviation from uniform occupation."""
    def at(dM):
        return energy(up + dM / (2 * D) * ONE, dn - dM / (2 * D) * ONE)
    return -2 * (at(h) - 2 * at(0.0) + at(-h)) / h**2


# ---- given occupation matrices
up = np.diag([0.97, 0.93, 0.91, 0.93, 0.86])
dn = np.diag([0.80, 0.20, 0.12, 0.20, 0.28])
up[1, 3] = up[3, 1] = 0.03
dn[1, 3] = dn[3, 1] = 0.05

# ---- general tests: the given matrices and random ones with occupations in 0..1
rng = np.random.default_rng(4)


def random_occupation():
    q, _ = np.linalg.qr(rng.normal(size=(D, D)))
    return (q * rng.uniform(0, 1, D)) @ q.T


cases = [(up, dn)] + [(random_occupation(), random_occupation()) for _ in range(4)]
for a, b in cases:
    Ns = np.array([np.trace(a), np.trace(b)])
    closed_amf = U * Ns.sum()**2 / 2 - (U + 4 * J) / (2 * D) * (Ns**2).sum()
    assert abs(dc_amf(a, b) - closed_amf) < 1e-9
    shape_energy = interaction(a - Ns[0] / D * ONE, b - Ns[1] / D * ONE)
    extra = (U - J) / 2 * (Ns * (1 - Ns / D)).sum()
    assert abs(correction("AMF", a, b) - shape_energy) < 1e-9
    assert abs(correction("FLL", a, b) - shape_energy - extra) < 1e-9
    V = {k: potential_from_energy(k, a, b) for k in DC}
    for k in DC:
        assert np.allclose(V[k], potential_formula(k, a, b), atol=1e-8)
    for s in range(2):
        rigid = (U - J) * (0.5 - Ns[s] / D)
        assert np.allclose(V["FLL"][s] - V["AMF"][s], rigid * ONE, atol=1e-8)
        assert abs(np.trace(V["AMF"][s]) / D) < 1e-8
        assert abs(np.trace(V["FLL"][s]) / D - rigid) < 1e-8
    for k, expected in (("FLL", (U - J) / D), ("AMF", 0.0)):
        dI = stoner(lambda p, q: correction(k, p, q), a, b)
        assert abs(dI - expected) < 1e-7
        splitting = np.trace(V[k][1] - V[k][0]) / D
        assert abs(splitting - expected * (Ns[0] - Ns[1])) < 1e-7

# ---- simplified isotropic interaction: explicit pair sum over natural orbitals


def simple_interaction(f):
    energy = 0.0
    for i in range(D):
        for j in range(D):
            energy += U * f[0, i] * f[1, j]
            if i != j:
                energy += (U - J) / 2 * (f[0, i] * f[0, j] + f[1, i] * f[1, j])
    return energy


def simple_correction(scheme, f):
    if scheme == "FLL":
        return simple_interaction(f) - dc_fll(np.diag(f[0]), np.diag(f[1]))
    uniform = np.repeat(f.mean(axis=1)[:, None], D, axis=1)
    return simple_interaction(f) - simple_interaction(uniform)


eig = [np.linalg.eigh(n) for n in (up, dn)]
occ = np.array([e[0] for e in eig])
assert occ.min() > 0 and occ.max() < 1
simple = {k: np.zeros((2, D)) for k in DC}
for k in DC:
    for s in range(2):
        for i in range(D):
            d = np.zeros((2, D))
            d[s, i] = 0.01
            simple[k][s, i] = (simple_correction(k, occ + d)
                               - simple_correction(k, occ - d)) / 0.02
assert np.allclose(simple["FLL"], (U - J) * (0.5 - occ), atol=1e-8)
assert np.allclose(simple["AMF"],
                   (U - J) * (occ.mean(axis=1)[:, None] - occ), atol=1e-8)

# ---- integer determinants: all orbital choices, full Coulomb tensor
sets = {n: [np.diag([float(i in pick) for i in range(D)])
            for pick in combinations(range(D), n)] for n in range(D + 1)}
average, spread = {}, {}
for na in range(D + 1):
    for nb in range(D + 1):
        bare = np.array([interaction(a, b) for a in sets[na] for b in sets[nb]])
        for k in DC:
            values = bare - DC[k](sets[na][0], sets[nb][0])
            average[k, na, nb] = values.mean()
            spread[k, na, nb] = (values.min(), values.max())
        expected = -(U - J) / 2 * (na * (1 - na / D) + nb * (1 - nb / D))
        assert abs(average["FLL", na, nb]) < 1e-9
        assert abs(average["AMF", na, nb] - expected) < 1e-9
# M = 0, 2, 4 at N = 6: second difference of -I M^2/4 is -2 I
integer_dI = {k: -(average[k, 5, 1] - 2 * average[k, 4, 2] + average[k, 3, 3]) / 2
              for k in DC}
assert abs(integer_dI["FLL"]) < 1e-9
assert abs(integer_dI["AMF"] + (U - J) / D) < 1e-9

# ---- double-counting terms alone
dc_I = {k: stoner(DC[k], up, dn) for k in DC}
assert abs(dc_I["FLL"] - J) < 1e-7
assert abs(dc_I["AMF"] - (U + 4 * J) / D) < 1e-7


def t(value, digits=3):
    return f"{round(float(value), digits) + 0.0:.{digits}f}"


def label(vector):
    big = [i for i in range(D) if abs(vector[i]) > 0.1]
    sign = np.sign(vector[big[0]])
    return " ".join(f"{sign * vector[i]:+.2f}{NAMES[i]}" for i in big)


V = {k: potential_from_energy(k, up, dn) for k in DC}
print(f"U = {t(U_avg)} eV, J = {t(J_avg)} eV (averages of the tensor)")
print(f"F0 = {t(F0)}, F2 = {t(F2)}, F4 = {t(F4)} eV, F4/F2 = {t(RATIO)}")
print("orbital order:", ", ".join(NAMES))
for name, n in (("up", up), ("down", dn)):
    print(f"n {name}: diagonal", " ".join(t(v, 2) for v in np.diag(n)),
          f"; yz-xz element {t(n[1, 3], 2)}")
Nup, Ndn = np.trace(up), np.trace(dn)
print(f"N_up = {t(Nup)}, N_down = {t(Ndn)}, N = {t(Nup + Ndn)}, M = {t(Nup - Ndn)}")
print("Orbital shifts in eV; full = expectation value in the natural orbital")
print("spin  occ | simple FLL, AMF | full FLL, AMF | natural orbital")
for s, name in enumerate(("up", "down")):
    vectors = eig[s][1]
    full = {k: vectors.T @ V[k][s] @ vectors for k in DC}
    for i in reversed(range(D)):
        print(f"{name:4s} {t(occ[s, i])} | {t(simple['FLL'][s, i])}, "
              f"{t(simple['AMF'][s, i])} | {t(full['FLL'][i, i])}, "
              f"{t(full['AMF'][i, i])} | {label(vectors[:, i])}")
    off = full["AMF"] - np.diag(np.diag(full["AMF"]))
    move = np.abs(np.linalg.eigvalsh(full["AMF"]) - np.sort(np.diag(full["AMF"])))
    print(f"{name}: largest off-diagonal element of full potential "
          f"{t(np.abs(off).max(), 4)} eV")
    print(f"{name}: largest eigenvalue change caused by it {t(move.max(), 4)} eV")
for s, name in enumerate(("up", "down")):
    print(f"{name}: mean occupation {t(occ[s].mean())}, mean shift FLL "
          f"{t(np.trace(V['FLL'][s]) / D)} eV, AMF {t(np.trace(V['AMF'][s]) / D)} eV")
for k in DC:
    dI = stoner(lambda p, q: correction(k, p, q), up, dn)
    split = np.trace(V[k][1] - V[k][0]) / D
    print(f"{k}: correction energy, full {t(correction(k, up, dn))} eV, "
          f"simple {t(simple_correction(k, occ))} eV")
    print(f"{k}: change of mean splitting (down - up) {t(split)} eV")
    print(f"{k}: Stoner parameter in double counting alone {t(dc_I[k])} eV")
    print(f"{k}: Stoner change, fixed shape {t(dI)} eV = {t(dI / HARTREE, 5)} hartree")
    print(f"{k}: Stoner change, integer determinants {t(integer_dI[k])} eV = "
          f"{t(integer_dI[k] / HARTREE, 5)} hartree")
print("Integer determinants with N = 6, correction energies in eV:")
for na, nb in ((5, 1), (4, 2), (3, 3)):
    low, high = spread["FLL", na, nb]
    print(f"M = {na - nb}: {len(sets[na]) * len(sets[nb])} determinants, average FLL "
          f"{t(average['FLL', na, nb])}, AMF {t(average['AMF', na, nb])}; "
          f"FLL range {t(low)} to {t(high)}")
print("OK")
```

Running it gives:

```
U = 5.000 eV, J = 1.000 eV (averages of the tensor)
F0 = 5.000, F2 = 8.615, F4 = 5.385 eV, F4/F2 = 0.625
orbital order: xy, yz, z2, xz, x2-y2
n up: diagonal 0.97 0.93 0.91 0.93 0.86 ; yz-xz element 0.03
n down: diagonal 0.80 0.20 0.12 0.20 0.28 ; yz-xz element 0.05
N_up = 4.600, N_down = 1.600, N = 6.200, M = 3.000
Orbital shifts in eV; full = expectation value in the natural orbital
spin  occ | simple FLL, AMF | full FLL, AMF | natural orbital
up   0.970 | -1.880, -0.200 | -1.171, 0.509 | +1.00xy
up   0.960 | -1.840, -0.160 | -2.040, -0.360 | +0.71yz +0.71xz
up   0.910 | -1.640, 0.040 | -2.144, -0.464 | +1.00z2
up   0.900 | -1.600, 0.080 | -1.965, -0.285 | +0.71yz -0.71xz
up   0.860 | -1.440, 0.240 | -1.081, 0.599 | +1.00x2-y2
up: largest off-diagonal element of full potential 0.0755 eV
up: largest eigenvalue change caused by it 0.0058 eV
down 0.800 | -1.200, -1.920 | -1.052, -1.772 | +1.00xy
down 0.280 | 0.880, 0.160 | 1.382, 0.662 | +1.00x2-y2
down 0.250 | 1.000, 0.280 | 0.907, 0.187 | +0.71yz +0.71xz
down 0.150 | 1.400, 0.680 | 1.198, 0.478 | +0.71yz -0.71xz
down 0.120 | 1.520, 0.800 | 1.165, 0.445 | +1.00z2
down: largest off-diagonal element of full potential 0.0835 eV
down: largest eigenvalue change caused by it 0.0031 eV
up: mean occupation 0.920, mean shift FLL -1.680 eV, AMF 0.000 eV
down: mean occupation 0.320, mean shift FLL 0.720 eV, AMF 0.000 eV
FLL: correction energy, full 2.375 eV, simple 2.284 eV
FLL: change of mean splitting (down - up) 2.400 eV
FLL: Stoner parameter in double counting alone 1.000 eV
FLL: Stoner change, fixed shape 0.800 eV = 0.02940 hartree
FLL: Stoner change, integer determinants 0.000 eV = 0.00000 hartree
AMF: correction energy, full -0.537 eV, simple -0.628 eV
AMF: change of mean splitting (down - up) 0.000 eV
AMF: Stoner parameter in double counting alone 1.800 eV
AMF: Stoner change, fixed shape 0.000 eV = 0.00000 hartree
AMF: Stoner change, integer determinants -0.800 eV = -0.02940 hartree
Integer determinants with N = 6, correction energies in eV:
M = 4: 5 determinants, average FLL 0.000, AMF -1.600; FLL range 0.000 to 0.000
M = 2: 50 determinants, average FLL 0.000, AMF -4.000; FLL range -1.029 to 2.121
M = 0: 100 determinants, average FLL 0.000, AMF -4.800; FLL range -1.372 to 4.584
OK
```
